# Velocity of a Diffusion-Limited Liquid Zone in a Temperature Gradient

## 1. What dimensions and linearity already fix

A thin liquid layer lies inside a solid host that is hotter on one side than on the other. The liquid contains host material and a second component that lowers or raises the melting point. This second component is called the solute, and $C$ is its mole fraction in the liquid. It may be a metal that serves as solvent for the host; the name "solute" refers here to its role in the host.

Let the temperature gradient be $G=dT/dx>0$ and the liquidus be the straight line $T=T_m+mC$, where $T_m$ is the melting point of the pure host. If ordinary diffusion alone limits the motion and thermodiffusion is neglected, temperature acts only by setting the liquid composition at the two interfaces. The gradient and the slope therefore enter together, as the composition gradient $G/m$, which has the dimension of an inverse length. The other quantities are the liquid diffusivity $D$ (length²/time), the zone thickness $L$, the composition $C$, and the ratio $k$ of solute in the freezing solid to solute in the liquid beside it.

The diffusion equation and the solute balances are linear and homogeneous in composition. Multiplying all compositions, and with them $G/m$, by a common factor cannot change the velocity. Only the ratio $G/(mC)$ may appear, so that

$$
v=D\,\frac{G}{mC}\;F\!\left(k,\frac{GL}{mC}\right).
$$

This holds once the initial profile has been forgotten, and for a dissolving solid whose composition is a given multiple of $C$. What remains is the function $F$. Solute rejection fixes its dependence on $k$. For the freezing interface, its dependence on thickness will turn out to be absent.

## 2. The model

The liquid occupies $x_1(t)<x<x_2(t)$. The interface at $x_1$ is the cold one, that at $x_2$ the hot one, and a positive velocity points to the hot side. The assumptions are these.

- The temperature $T(x)$ is linear and fixed in the laboratory. Latent heat and differences in thermal conductivity do not disturb it.
- $D$, $m$ and $k$ are constant. Molar volumes are equal, so composition balances can be written with mole fractions. The liquid does not flow, and thermodiffusion (the Soret effect) is neglected.
- The interfaces are flat, and the liquid touching them lies on the liquidus. No undercooling is spent on attachment kinetics or curvature.
- Diffusion in the solid is negligible. The solid left behind keeps the composition $kC_1$ with which it froze.
- The solid ahead has composition $\varphi C_2$ where it is being dissolved. Two cases matter: $\varphi=k$, a host already loaded to its equilibrium composition, and $\varphi=0$, a pure host.

For $\varphi\ne k$ the outermost skin of the dissolving solid must adjust to the liquid. The skin is taken to be so thin that its solute content can be ignored.

With $C_l(x)$ for the liquidus composition at position $x$, the boundary values are

$$
C(x_i,t)=C_l(x_i),\qquad C_l(x)=\frac{T(x)-T_m}{m},\qquad \frac{dC_l}{dx}=\frac{G}{m}.
$$

## 3. Solute balance at the two interfaces

During a time $dt$ the cold interface advances by $v_1dt$. A liquid layer of composition $C_1$ becomes solid of composition $kC_1$. Per unit area, the solute in this layer changes by $(kC_1-C_1)v_1dt$. Nothing enters from the solid, and the diffusion flux $J=-D\,\partial C/\partial x$ carries solute away into the liquid. Hence $(kC_1-C_1)v_1=-J(x_1)$, or

$$
(1-k)C_1v_1=-D\left.\frac{\partial C}{\partial x}\right|_{x_1}. \tag{1}
$$

The left side is the rate of solute rejection. The interface can freeze no faster than diffusion removes what it rejects.

At the hot interface a solid layer of composition $\varphi C_2$ becomes liquid of composition $C_2$. Its solute content rises by $(C_2-\varphi C_2)v_2dt$, and this is supplied by the flux arriving from the liquid:

$$
(1-\varphi)C_2v_2=-D\left.\frac{\partial C}{\partial x}\right|_{x_2}. \tag{2}
$$

## 4. The profile and the velocities

In the liquid, $\partial C/\partial t=D\,\partial^2C/\partial x^2$. Try $C(x,t)=C_l(x)$. This function does not depend on time, and its second derivative vanishes because it is linear, so it solves the equation. It also takes the required value at each interface wherever that interface happens to be. It is thus a solution for moving boundaries, although no velocity has yet been assumed.

Its slope is $G/m$ at both ends. Equations (1) and (2) then give

$$
\boxed{v_1=-\frac{DG}{m(1-k)C_1}},\qquad
v_2=-\frac{DG}{m(1-\varphi)C_2}. \tag{3}
$$

For $m<0$, $k<1$ and $\varphi<1$, both are positive. The cold end of the liquid is richer in solute, solute diffuses towards the hot end, the host freezes behind and dissolves ahead.

When $\varphi=k$, the ratio of the velocities is $v_2/v_1=C_1/C_2$. It tends to one for a thin zone, which then has the single velocity $v=-DG/[m(1-k)C]$. In the notation of Section 1, $F=-1/(1-k)$. The thickness drops out because a thicker zone has a larger composition difference across it, in proportion to the longer diffusion path.

## 5. Why other initial profiles approach this one

Let $w=C-C_l$ be the departure from the linear profile. Since $C_l$ is linear and time independent, $w$ obeys $\partial w/\partial t=D\,\partial^2w/\partial x^2$, and $w=0$ at both moving interfaces. Differentiating the integral of $w^2$ over the zone produces end terms $w^2v_i$, which vanish. The rest is integrated by parts:

$$
\frac{d}{dt}\int_{x_1}^{x_2}w^2dx=2D\int_{x_1}^{x_2} w\frac{\partial^2w}{\partial x^2}dx=-2D\int_{x_1}^{x_2}\left(\frac{\partial w}{\partial x}\right)^2dx .
$$

Expand $w=\sum_n b_n\sin[n\pi(x-x_1)/L]$. Then $\int w^2dx=(L/2)\sum b_n^2$, while the integral of the squared slope is $(L/2)\sum(n\pi/L)^2b_n^2$. The latter is at least $\pi^2/L^2$ times the former, so

$$
\frac{d}{dt}\int w^2dx\le-\frac{2\pi^2D}{L^2}\int w^2dx .
$$

The amplitude of the disturbance therefore decays within about $L^2/(\pi^2D)$. This bound concerns the profile as a whole, not directly its slope at the ends, on which the velocity depends. The slope was examined in a numerical case with $D=1$, $C_l=1-x$, $k=\varphi=0.2$ and initial thickness 0.2. A half sine wave of height 0.03 was added to the linear profile, and the diffusion equation was solved by finite differences on a grid that moves with the interfaces. At time 0.1 the cold interface moved at 1.4385, and equation (3), evaluated at its current position, gives the same digits.

## 6. A second case: the temperature field travels with the zone

Suppose instead that the furnace follows the zone at the zone's own speed, so that $C_1$, $C_2$ and $L$ stay constant. The profile is now steady in the zone frame. With $y=x-x_1$ and $C=C(y)$, the time derivative at fixed $x$ is $-v\,dC/dy$, and diffusion requires

$$
D\frac{d^2C}{dy^2}+v\frac{dC}{dy}=0,\qquad C=A+Be^{-vy/D}.
$$

The boundary values give $C_1-C_2=B(1-e^{-vL/D})$. The flux at the cold interface is $-D\,dC/dy=vB$, so equation (1) gives $B=(1-k)C_1$. Eliminating $B$,

$$
1-e^{-vL/D}=\varepsilon,\qquad
\varepsilon=\frac{C_1-C_2}{(1-k)C_1},\qquad
\frac{vL}{D}=-\ln(1-\varepsilon). \tag{4}
$$

At the hot interface the flux is $vBe^{-vL/D}=vB(1-\varepsilon)=v[(1-k)C_1-(C_1-C_2)]=v(C_2-kC_1)$. The dissolving solid must therefore have composition $kC_1$: as much solute enters the zone as leaves it.

For the fixed field, the composition difference is $C_1-C_2=-GL/m$, and equation (3) reads $v_1L/D=\varepsilon$. The two cases agree to leading order in $\varepsilon$. Because $-\ln(1-\varepsilon)=\varepsilon+\varepsilon^2/2+\dots$, the travelling field gives a velocity larger by the fraction $\varepsilon/2$ at next order. In the numerical case above, $\varepsilon=0.357$. At the same compositions and thickness, equation (4) gives 1.779 instead of 1.439, which is 24% more. The exponential profile thus belongs to a travelling temperature field and not to a fixed one. For $k<1$ it is convex and lies below the straight liquidus between the two interfaces, so the liquid inside the zone is slightly supercooled. Whether the interfaces stay flat is not examined here.

## 7. The direction of motion

For a host loaded to its equilibrium composition, $\varphi=k$, equation (3) gives motion of both interfaces to the hot side if $m(1-k)<0$. This case is assumed in the present section. For a dilute ideal system this sign follows from equilibrium. Equality of the host's chemical potential in solid and liquid reads

$$
\mu_s^0+RT\ln(1-kC)=\mu_l^0+RT\ln(1-C).
$$

With a constant heat of fusion $\Delta H$, the pure phases differ by $\mu_l^0-\mu_s^0=\Delta H(1-T/T_m)$. For small $C$, $\ln(1-kC)-\ln(1-C)\approx(1-k)C$. Hence $RT(1-k)C\approx\Delta H(T_m-T)/T_m$. Replacing $T$ by $T_m$ on the left, which is correct to first order in $C$, gives

$$
T=T_m-\frac{(1-k)RT_m^2}{\Delta H}\,C,\qquad
m=-\frac{(1-k)RT_m^2}{\Delta H}.
$$

Inserted in the thin-zone velocity, this yields

$$
v=\frac{DG\,\Delta H}{(1-k)^2RT_m^2\,C}>0 .
$$

The square shows that the zone moves to the hot side for $k<1$ and for $k>1$ alike. If $k>1$, the liquidus rises, solute diffuses to the cold side, and the freezing solid takes up more solute than the liquid held. Both sign changes together leave the direction unchanged. At higher concentrations $m$ and $k$ must be taken from the actual phase diagram.

## 8. Path and lifetime of the zone

Take $k<1$ and let $s_i$ be the distance from interface $i$ to the isotherm $T=T_m$ ahead of it. Then $T_i-T_m=-Gs_i$ and $C_i=-Gs_i/m$. Substitution in (3) cancels both $G$ and $m$:

$$
v_1=\frac{D}{(1-k)s_1},\qquad v_2=\frac{D}{(1-\varphi)s_2}.
$$

At a fixed distance from the melting isotherm, a steeper gradient does not change the velocity: it raises the driving composition gradient and the amount of solute to be rejected by the same factor. This cancellation needs a liquidus that is straight all the way to $T_m$. For an ideal-solution liquidus with $\Delta H=50.2$ kJ/mol and $T_m=1687$ K, with $D$ and $k$ as in Section 10 and $s_1=80$ mm, the velocity falls from 24 nm/s at 1 K/mm to 18 nm/s at 5 K/mm. At a fixed interface temperature, $C_1$ is fixed and the velocity is proportional to $G$.

Since $ds_i/dt=-v_i$, multiplication by $2s_i$ and integration from the initial distances $s_{10}$ and $s_{20}$ give

$$
s_1^2=s_{10}^2-\frac{2Dt}{1-k},\qquad
s_2^2=s_{20}^2-\frac{2Dt}{1-\varphi}. \tag{5}
$$

The zone accelerates as it approaches hotter regions, where less solute has to be moved. The solute it holds per unit area is the integral of $|G/m|\,s$ across it,

$$
N=\left|\frac{G}{m}\right|\frac{s_1^2-s_2^2}{2},\qquad
\frac{d}{dt}(s_1^2-s_2^2)=\frac{2D(\varphi-k)}{(1-k)(1-\varphi)} .
$$

For $\varphi=k$ the content is conserved. Writing $s_1^2-s_2^2=L(s_1+s_2)$ shows that the zone then thickens as it advances. The description ends when the hot interface reaches $T_m$, beyond which the pure host is itself liquid.

For a pure host, $\varphi=0$, the zone leaves solute behind and receives none. Its thickness reaches zero when $s_1^2=s_2^2$, at

$$
t^*=\frac{(1-k)(s_{10}^2-s_{20}^2)}{2Dk}. \tag{6}
$$

By (5), $s_1^2$ has then fallen by $(s_{10}^2-s_{20}^2)/k$. The zone is used up before it reaches $T_m$ if this is less than $s_{10}^2$. For a path much shorter than $s_{10}$, the distance travelled is about $L_0/k$, with $L_0$ the initial thickness: each unit of length keeps the fraction $k$ of the liquid's composition.

## 9. A curved liquidus

If $C_l$ has curvature $C_l''$, the linear solution is lost, and $w$ obeys $\partial w/\partial t=D\,\partial^2w/\partial x^2+DC_l''$. In a thin zone $w$ relaxes quickly, and the two terms on the right balance:

$$
w\approx\frac{C_l''}{2}(x-x_1)(x_2-x),\qquad
\left.\frac{\partial w}{\partial x}\right|_{x_1}\approx\frac{C_l''L}{2}.
$$

Using the local slope $C_l'(x_1)$ in place of $G/m$ therefore gives the thin-zone limit. The true velocity differs from it by the fraction $C_l''L/(2C_l')$ at leading order. For $C_l=(1-x)+(1-x)^2/2$ near $x=0$, $C_l'\approx-2$ and $C_l''=1$, so the fraction is $-L/4$. The same numerical method, evaluated at a time equal to three times the squared initial thickness, with $D=1$ and $k=\varphi=0.2$, gives $-0.0103$ for an initial thickness of 0.04 and $-0.0051$ for 0.02, close to the estimates $-0.010$ and $-0.005$.

## 10. Worked example

Atomic units are unnatural here; millimetres, seconds and kelvins are used. The round model parameters are $D=0.002$ mm²/s, $G=5$ K/mm, $T_m=1700$ K, $m=-1000$ K per unit mole fraction and $k=0.01$. The host is pure, the zone is initially 0.1 mm thick, and its cold interface is at 1300 K.

The hot interface is at 1300.5 K. The liquidus gives $C_1=400/1000=0.4000$ and $C_2=399.5/1000=0.3995$. The velocities are

$$
v_1=\frac{0.002\times5}{1000\times0.99\times0.4}\ \text{mm/s}=25.3\ \text{nm/s},\qquad
v_2=\frac{0.002\times5}{1000\times0.3995}\ \text{mm/s}=25.0\ \text{nm/s}.
$$

The first equals 2.18 mm/day. The cold interface is the faster one, so the zone becomes thinner. The transient time $L^2/(\pi^2D)$ is 0.51 s, negligible beside the hours of travel. Since $v_1L/D=0.0013$, equations (3) and (4) would give nearly the same velocity at these compositions and this thickness.

The initial distances to the melting isotherm are $s_{10}=400/5=80$ mm and $s_{20}=79.9$ mm. For 5 mm of travel, equation (5) gives

$$
t=\frac{0.99\,(80^2-75^2)}{2\times0.002}\ \text{s},
$$

which is 53.3 h. The remaining thickness is 0.055 mm, little more than half the initial value. By equation (6) the zone is used up after 110 h and 10.7 mm. The estimate $L_0/k=10$ mm is slightly short because $C_1$ falls as the zone gets hotter, so the solid left behind takes up less solute per unit length.

## 11. Real zones

Driving a liquid aluminium–silicon alloy through silicon wafers is a real process of this kind. The chosen $D$ is of the usual order for liquid metals, and 5 K/mm is a steep but attainable gradient. The straight liquidus and the value of $k$ are model choices, so the velocity, thinning and lifetime above are not predictions for that system. The example deposits $kC_1=0.004$, about $2\times10^{20}$ cm⁻³, roughly ten times the maximum solubility of aluminium in silicon. Since the path scales as $L_0/k$, a real zone loses far less solute and lasts correspondingly longer. The assumption of an undisturbed temperature field can also fail. If latent heat is negligible, continuity of heat flow makes the gradient in a flat liquid layer equal to that in the solid multiplied by the conductivity of the solid and divided by that of the liquid. If the liquid conducts twice as well, its gradient, and with it the thin-zone velocity at a given temperature, is halved. For a thin zone, the $G$ in equation (3) should then be the gradient in the liquid. In a thicker zone this is only approximate, because the temperature field inside the liquid shifts as the zone moves.

Thermodiffusion adds to the flux: $J=-D[\partial C/\partial x+S_TC(1-C)G]$, with Soret coefficient $S_T$. The thin-zone velocity is then multiplied by $1+S_TmC(1-C)$, whatever the thickness. In the example this is a change of 2.4% for $|S_T|=10^{-4}$ K⁻¹ and of 24% for $10^{-3}$ K⁻¹, up or down according to the sign of $S_T$.

Interface undercooling also slows the zone. If kinetics and curvature together consume $\delta T$ of the difference $GL$, the composition difference, and hence the thin-zone velocity, falls by the factor $1-\delta T/(GL)$. In the example $GL=0.5$ K, so a loss of 0.1 K lowers the velocity by 20%. Thinner zones suffer more. If the interfaces need a minimum $\delta T$ to move at all, a zone with $GL$ below this minimum stands still. If $\delta T$ is instead proportional to the velocity, a thin zone slows down but does not stop. The independence of thickness found in Section 4 therefore holds for zones thick enough that $GL\gg\delta T$, yet not so thick that the liquid begins to convect.

Numbers in the example were calculated in double precision.
